# Cylindrical hyperlens: conserved angular order and the shrinking of mask patterns, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the field, one angular order at a time

### A ring much smaller than the wavelength

A ring $a<r<b$ surrounds a cylindrical core of resist, and a mask lies on the outer surface $r=b$. Nothing varies along the axis $z$. The magnetic field points along $z$, and all fields vary in time as $e^{-i\omega t}$. The ring has permittivity $\varepsilon_r$ for electric fields along the radius and $\varepsilon_\theta$ for fields along the circle. In this first case both are real constants, with $\varepsilon_r<0<\varepsilon_\theta$.

Ampère's law without free current is $\nabla\times\mathbf H=-i\omega\varepsilon_0\boldsymbol\varepsilon\mathbf E$. For $\mathbf H=H\hat{\mathbf z}$ the curl has the components $(1/r)\partial_\theta H$ along $r$ and $-\partial_rH$ along $\theta$. Division by $-i\omega\varepsilon_0\varepsilon$, with $1/(-i)=i$, gives

$$E_r=\frac{i}{\omega\varepsilon_0\varepsilon_r}\frac1r\partial_\theta H,\qquad E_\theta=-\frac{i}{\omega\varepsilon_0\varepsilon_\theta}\partial_rH. \tag{1}$$

If the ring is much smaller than the wavelength, induction can be neglected and $\nabla\times\mathbf E=0$, that is, $\partial_r(rE_\theta)=\partial_\theta E_r$. Insert (1), cancel $i/(\omega\varepsilon_0)$ and multiply by $r$:

$$-\frac1{\varepsilon_\theta}\,r\partial_r(r\partial_rH)=\frac1{\varepsilon_r}\,\partial_\theta^2H .$$

The variable $u=\ln(r/a)$ turns $r\partial_r$ into $\partial_u$. Therefore

$$\partial_u^2H=s^2\,\partial_\theta^2H,\qquad s^2=-\frac{\varepsilon_\theta}{\varepsilon_r}>0. \tag{2}$$

This is the equation of a stretched string, with $u$ in the place of time. Its general solution is

$$H=f(\theta+su)+g(\theta-su).$$

Follow the part $f$ from $r=b$, where $u=L=\ln(b/a)$, to $r=a$, where $u=0$. If it reads $P(\theta)=f(\theta+sL)$ on the outer circle, it reads $f(\theta)=P(\theta-sL)$ on the inner one. The shape in angle is unchanged and has merely turned by $sL$. The part $g$ behaves in the same way but turns in the opposite sense. Two features separated by an angle $\delta$ are a distance $b\delta$ apart outside and $a\delta$ apart inside, so each of the two patterns has shrunk by $a/b$.

The case also shows a difficulty. The field is the sum of two patterns that turn in opposite senses, so one narrow line on the mask can become two lines. Shrinking and faithful copying are separate properties, and the second needs conditions of its own.

The two signs matter here. In an isotropic ring $s^2=-1$, and (2) becomes Laplace's equation. Its solutions $e^{im\theta}e^{\pm mu}$ grow or decay across the ring, and fine detail put on the outer circle is lost on the way in.

### Any radius: orders do not mix

For a ring of any size, Faraday's law $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ replaces $\nabla\times\mathbf E=0$. Its $z$ component is

$$\frac1r\left[\partial_r(rE_\theta)-\partial_\theta E_r\right]=i\omega\mu_0H .$$

Insert (1) and multiply by $i\omega\varepsilon_0$. On the left $i\cdot(-i)=1$ and $i\cdot i=-1$. On the right $i\cdot i\,\omega^2\varepsilon_0\mu_0=-k_0^2$, where $k_0=\omega/c$. With the right side moved over,

$$\frac1r\partial_r\!\left(\frac r{\varepsilon_\theta}\partial_rH\right)+\frac1{r^2}\partial_\theta\!\left(\frac1{\varepsilon_r}\partial_\theta H\right)+k_0^2H=0. \tag{3}$$

Write the field as a Fourier series, $H=\sum_mF_m(r)e^{im\theta}$, with integer $m$ because the field must return to itself after a full turn. Let the permittivities depend on $r$ at most. Each term of (3) then keeps the factor $e^{im\theta}$, and since these factors are independent functions of $\theta$, every order obeys its own equation:

$$\frac1r\left(\frac{rF_m'}{\varepsilon_\theta}\right)'-\frac{m^2}{r^2\varepsilon_r}F_m+k_0^2F_m=0. \tag{4}$$

The boundary conditions, continuity of $H$ and $E_\theta$ on concentric circles, do not mix orders either. A mask field of order $m$ thus produces a field of the same order at every radius. The cause is the rotational symmetry of the ring; no sign of a permittivity was used. One turn of the circle holds $m$ periods, so the period is

$$\Lambda(r)=\frac{2\pi r}{|m|},\qquad \frac{\Lambda(a)}{\Lambda(b)}=\frac ab . \tag{5}$$

If $1/\varepsilon_\theta$ contained a term $\cos3\theta$, the first term of (3) would turn order $m$ into orders $m\pm3$, since $\cos3\theta=(e^{3i\theta}+e^{-3i\theta})/2$. The rule (5) would then no longer describe the whole pattern.

### What arrives at the core

Let the mask fix the total field at the outer surface, reflected waves included: $H(b,\theta)=\sum_mh_me^{im\theta}$. Linearity gives

$$H(a,\theta)=\sum_mT_mh_me^{im\theta},\qquad T_m=\frac{F_m(a)}{F_m(b)} . \tag{6}$$

For a uniform ring, multiply (4) by $\varepsilon_\theta$:

$$F''+\frac1rF'+\left(\kappa^2-\frac{\nu^2}{r^2}\right)F=0,\qquad \kappa=k_0\sqrt{\varepsilon_\theta},\quad \nu^2=m^2\frac{\varepsilon_\theta}{\varepsilon_r}.$$

The solutions are the Bessel functions $J_\nu(\kappa r)$ and $Y_\nu(\kappa r)$. For $\varepsilon_r<0<\varepsilon_\theta$ the order $\nu$ is imaginary; with loss it is complex.

It is convenient to combine them into two solutions with simple values at $r=a$: $C(a)=1$, $aC'(a)=0$ and $S(a)=0$, $aS'(a)=1$. The combination needs the Wronskian $W=J_\nu Y_\nu'-J_\nu'Y_\nu$. Bessel's equation gives $(zW)'=0$, and the forms $J_\nu\approx\sqrt{2/\pi z}\cos\chi$, $Y_\nu\approx\sqrt{2/\pi z}\sin\chi$ at large $z$, with $\chi'=1$, fix the constant: $W=2/(\pi z)$. With $z_a=\kappa a$,

$$C(r)=\frac{\pi z_a}2\left[Y_\nu'(z_a)J_\nu(\kappa r)-J_\nu'(z_a)Y_\nu(\kappa r)\right],$$
$$S(r)=\frac\pi2\left[J_\nu(z_a)Y_\nu(\kappa r)-Y_\nu(z_a)J_\nu(\kappa r)\right].$$

At $r=a$ the first bracket equals $W$, so $C(a)=1$, and its derivative vanishes. The second bracket vanishes there, and $aS'(a)=(\pi/2)z_aW=1$.

The core has permittivity $\varepsilon_c$. Its field must be finite on the axis, so $F\propto J_m(k_0\sqrt{\varepsilon_c}\,r)$. Define

$$x=k_0\sqrt{\varepsilon_c}\,a,\qquad D_m=\frac{xJ_m'(x)}{J_m(x)},$$

so that $aF'=D_mF(a)$ on the core side. By (1), continuity of $E_\theta$ means continuity of $F'/\varepsilon_\theta$, with $\varepsilon_c$ in the core. On the ring side, therefore, $aF'=(\varepsilon_\theta/\varepsilon_c)D_mF(a)$. The ring field with this value and slope is $F(a)[C+(\varepsilon_\theta/\varepsilon_c)D_mS]$. At $r=b$ this gives

$$\boxed{T_m=\frac1{C(b)+(\varepsilon_\theta/\varepsilon_c)\,D_m\,S(b)}} \tag{7}$$

If $J_m(x)=0$ while $S(b)\neq0$, then $D_m$ is infinite and $T_m=0$. If the denominator vanishes, which can happen without loss, the ring and core resonate and a prescribed field at $b$ has no finite response.

Equation (4) contains $m^2$ alone, so $T_{-m}=T_m$. A mask field $2h\cos N\theta$ gives $2hT_N\cos N\theta$ inside: a single pair of orders keeps its shape whatever the value of $T_N$, provided it is not zero.

### The small ring again, now with its core

In the variable $u$, equation (4) reads $F_{uu}+(m^2s^2+\kappa^2r^2)F=0$. Let $k_0r$ be small compared with $|m|/\sqrt{|\varepsilon_r|}$ throughout the ring. The last term then adds a phase of about $\kappa^2(b^2-a^2)/(4ms)$ across the ring, and if this phase is also small, the term drops out and $F_{uu}+m^2s^2F=0$. Then $C=\cos msu$ and $S=\sin(msu)/(ms)$. For $x\ll m$ the core field goes as $r^m$, so $D_m\approx m$ for $m>0$. Equation (7) becomes

$$T_m\approx\frac1{\cos msL+q\sin msL},\qquad q=\frac{\varepsilon_\theta}{\varepsilon_cs}. \tag{8}$$

Without loss $s$ and $q$ are real. The denominator equals $\sqrt{1+q^2}\cos(msL-\delta)$ with $\tan\delta=q$, and its magnitude is at most $\sqrt{1+q^2}$. Thus

$$|T_m|\ge\frac1{\sqrt{1+q^2}}\quad\text{for every } m\neq0,$$

however fine the pattern. A ring made of the core material behaves differently. There $s=i$ and $q=-i$. Since $\cos(imL)=\cosh mL$ and $\sin(imL)=i\sinh mL$, the denominator is $\cosh mL+\sinh mL=e^{mL}$, and $T_m=(a/b)^m$.

With loss, $s$ has a positive imaginary part $s''$. When $ms''L\gg1$, the term $e^{-imsL}$ dominates both the cosine, as $\tfrac12e^{-imsL}$, and the sine, as $\tfrac i2e^{-imsL}$. Then

$$|T_m|\approx\frac{2}{|1+iq|}\left(\frac ab\right)^{ms''}.$$

Loss therefore restores a power law, though one with a smaller exponent when $s''<1$. The statement that all orders arrive belongs to the lossless ring.

### A lens of silver-like and alumina-like films

A suitable ring can be built from thin concentric films of metal, $\varepsilon_m$, and dielectric, $\varepsilon_d$, of equal thickness. The field $E_\theta$ is continuous across the films, so the mean displacement along $\theta$ is the mean permittivity times $E_\theta$. The displacement $D_r$ is continuous, so along $r$ the inverse permittivities are averaged:

$$\varepsilon_\theta=\frac{\varepsilon_m+\varepsilon_d}2,\qquad \varepsilon_r=\frac{2\varepsilon_m\varepsilon_d}{\varepsilon_m+\varepsilon_d}. \tag{9}$$

For a metal with negative real $\varepsilon_m$, the required signs follow when $|\varepsilon_m|<\varepsilon_d$.

Take a wavelength of 365 nm and the rough typical values $\varepsilon_m=-2.4+0.25i$, $\varepsilon_d=3.2$ and resist index 1.7, so $\varepsilon_c=2.89$. Without loss, $\varepsilon_\theta=(3.2-2.4)/2=0.40$ and $\varepsilon_r=-2(2.4)(3.2)/0.8=-19.2$. With loss, $\varepsilon_\theta=0.40+0.125i$ and $\varepsilon_r=-16.9+7.3i$. The radii are $a=240$ nm and $b=480$ nm, and the mask carries the orders $\pm12$. The field period is

$$\Lambda(b)=\frac{2\pi(480)}{12}=251\text{ nm},\qquad\Lambda(a)=\frac{2\pi(240)}{12}=126\text{ nm}.$$

The effective medium with loss, put into the radial equation and integrated numerically from the core outwards, gives these values:

| $m$ | $\lvert T_m\rvert$ | phase of $T_m$ |
|---|---|---|
| 0 | 1.53 | 163° |
| 6 | 1.44 | 163° |
| 12 | 1.26 | 154° |
| 18 | 0.91 | 156° |
| 24 | 0.67 | 167° |

A value above 1 is no gain in energy. $T_m$ compares the total field at two radii of a standing wave, and the mask was assumed to supply whatever power holds the outer field fixed. Without loss, (4) and its starting values at $a$ are real, so $T_m$ is real and its phase is 0° or 180°. The departures from 180° in the table are therefore due to the loss.

If the ring were filled with resist, the field would be $J_{12}(k_0\sqrt{\varepsilon_c}\,r)$ throughout, and the ratio of its values at $a$ and $b$ is 0.0096. For the same outer field of order 12, the effective medium delivers $1.26/0.0096\approx130$ times as much magnetic field to the core. Films of 10 nm and electron scattering at the film surfaces, discussed further below, lower this factor. It also rests on holding the total field at $b$ fixed: if an inward wave of order 12 arriving from a medium of index 1.47 is held fixed instead, the factor is about 20. Both rings conserve the order and shrink the period by one half. What the lens adds is amplitude.

The formula (8) does not apply to order 12 of this lens. It would need $(k_0r)^2\ll m^2/|\varepsilon_r|$, but with $k_0=0.0172$ nm$^{-1}$ the left side is already 17 at $r=a$, and the right side is $144/19.2=7.5$.

## Second derivation: rays with a conserved angular momentum

### What is carried over

The ring $a<r<b$ has permittivities $\varepsilon_r$ and $\varepsilon_\theta$ independent of $\theta$, and the core has $\varepsilon_c$. The field $H$ along the axis obeys (3), with $k_0=\omega/c$. The first derivation gave $H(a)=\sum T_mh_me^{im\theta}$ for a mask field $H(b)=\sum h_me^{im\theta}$, with $T_m$ from (7), and the period ratio $a/b$. Further symbols are $L=\ln(b/a)$, $s=\sqrt{-\varepsilon_\theta/\varepsilon_r}$, $x=k_0\sqrt{\varepsilon_c}\,a$ and $D_m=xJ_m'(x)/J_m(x)$. The example has $a=240$ nm, $b=480$ nm, wavelength 365 nm, resist index 1.7 and mask orders $\pm12$. Without loss its ring has $\varepsilon_r=-19.2$ and $\varepsilon_\theta=0.40$.

The same shrinking now follows without a Fourier series, from the motion of a short wave packet. The ring is taken as lossless and uniform, with $\varepsilon_r<0<\varepsilon_\theta$.

The field derivation has shown that rotational symmetry preserves each angular order and shrinks its period by $a/b$, and it has given the factor $T_m$ with which each order reaches the core. It remains to derive the same shrinking from rays, and to examine how faithfully a whole pattern is copied and what the resist records.

Numerical values quoted here were computed with a short program.
